# Spin-polarized exchange from an unpolarized GGA or meta-GGA routine, part 2

The task is to obtain open-shell exchange, for collinear spins, by calling a tested closed-shell routine once per spin. Units are SI: $k_e=2.307078\times10^{-28}$ J m, $\hbar^2/m=1.220853\times10^{-38}$ J m$^2$ with $m$ the electron mass, and $a_0=5.291772\times10^{-11}$ m. The $N_s$ occupied real orbitals $\psi_{is}$ of spin $s$ give

$$\gamma_s(\mathbf r,\mathbf r')=\sum_i\psi_{is}(\mathbf r)\psi_{is}(\mathbf r'),\qquad n_s(\mathbf r)=\gamma_s(\mathbf r,\mathbf r),$$

$$\sigma_{ss'}=\nabla n_s\cdot\nabla n_{s'},\qquad \tau_s=\frac{\hbar^2}{2m}\sum_i|\nabla\psi_{is}|^2 .$$

Without spin labels, $n$, $\tau$ and $\sigma=|\nabla n|^2$ refer to the total density. The routine returns the energy per volume $e^0(n,\sigma,\tau)$, with $E_x^0=\int e^0\,d^3r$, and its partial derivatives $e^0_n$, $e^0_\sigma$, $e^0_\tau$, $e^0_{nn}$ and so on.

Exact exchange is $E_x=-\frac{k_e}{2}\sum_s\iint\gamma_s^2/|\mathbf r-\mathbf r'|$. It separates as

$$E_x[n_\uparrow,n_\downarrow]=G[n_\uparrow]+G[n_\downarrow],$$

with $G[n_s]=\tfrac12E_x^0[2n_s]$. The potentials $v_{xs}=\delta E_x/\delta n_s$ and $v_x^0=\delta E_x^0/\delta n$ obey

$$v_{xs}(\mathbf r)=v_x^0[2n_s](\mathbf r).$$

For semilocal functionals the relation is imposed:

$$e_x=\sum_se_s,\qquad e_s(n_s,\sigma_{ss},\tau_s)=\tfrac12\,e^0(2n_s,\,4\sigma_{ss},\,2\tau_s).$$

The routines have the form $e^0=e^{\rm LDA}(n)\,F(p,\alpha)$, where $e^{\rm LDA}(n)=-C_xk_en^{4/3}$ and

$$p=\frac{\sigma}{4(3\pi^2)^{2/3}n^{8/3}},\qquad \alpha=\frac{\tau-\tau^W}{\tau^{\rm unif}},\qquad \tau^W=\frac{\hbar^2\sigma}{8mn}.$$

Here $\tau^{\rm unif}(n)=\frac{3}{10}\frac{\hbar^2}{m}(3\pi^2)^{2/3}n^{5/3}$, so $\tau^W/\tau^{\rm unif}=\tfrac53p$. At the doubled arguments $p$ and $\alpha$ are called $p_s$ and $\alpha_s$. For one real orbital $\alpha_s=0$. For a uniform gas, whose spin-$s$ plane waves singly fill a sphere of radius $k_s=(6\pi^2n_s)^{1/3}$, $\tau_s=\frac{3}{10}\frac{\hbar^2}{m}k_s^2n_s$ and $\alpha_s=1$.

The GGA is PBE, where $F$ depends on $p$ only and $F_p=\partial F/\partial p>0$. The meta-GGA is MS0, which interpolates between two GGA forms $F_1$ and $F_0$:

$$F=F_1+f(\alpha)(F_0-F_1),\qquad f=\frac{(1-\alpha^2)^3}{1+\alpha^3+\alpha^6}.$$

## Factors on the derivatives

Write the channel variables as $u=(n_s,\sigma_{ss},\tau_s)$ and the multipliers as $c=(2,4,2)$, so that $e_s(u)=\tfrac12e^0(c_1u_1,c_2u_2,c_3u_3)$. Each differentiation with respect to $u_i$ brings out one factor $c_i$ by the chain rule, and the prefactor $\tfrac12$ appears once:

$$\frac{\partial e_s}{\partial u_i}=\frac{c_i}{2}\,e^0_i,\qquad \frac{\partial^2e_s}{\partial u_i\partial u_j}=\frac{c_ic_j}{2}\,e^0_{ij},$$

with all derivatives of $e^0$ evaluated at the doubled arguments. For the first derivatives this gives

$$\frac{\partial e_x}{\partial n_s}=e^0_n,\qquad \frac{\partial e_x}{\partial\sigma_{ss}}=2e^0_\sigma,\qquad \frac{\partial e_x}{\partial\tau_s}=e^0_\tau,\qquad\frac{\partial e_x}{\partial\sigma_{\uparrow\downarrow}}=0 .$$

For the second derivatives, which enter response theory, orbital Hessians and the local form of the GGA potential, the factors $c_ic_j/2$ are:

| pair | factor |
|---|---|
| $n_s n_s$, $n_s\tau_s$, $\tau_s\tau_s$ | $2\cdot2/2=2$ |
| $n_s\sigma_{ss}$, $\sigma_{ss}\tau_s$ | $2\cdot4/2=4$ |
| $\sigma_{ss}\sigma_{ss}$ | $4\cdot4/2=8$ |

Every second derivative that mixes the two spins or involves $\sigma_{\uparrow\downarrow}$ is zero, because $e_x$ is a sum of functions of disjoint sets of variables. Of the 28 distinct second derivatives in seven variables, 12 survive. Third derivatives carry $c_ic_jc_k/2$.

The factor 2 on the $\sigma$ derivative persists in the unpolarized limit and is not an error there. With $n_s=n/2$ one has $\sigma_{ss}=\sigma/4$, the doubled arguments are $(n,\sigma,\tau)$ in both channels, and $e_x=e^0$. A change $d\sigma$ changes each $\sigma_{ss}$ by $d\sigma/4$, so $de_x=\sum_s2e^0_\sigma\,d\sigma/4=e^0_\sigma\,d\sigma$, as required. A test that demands $\partial e_x/\partial\sigma_{\uparrow\uparrow}=e^0_\sigma$ for a closed shell is itself wrong. It is also wrong to polarize exchange by substituting $\sigma=\sigma_{\uparrow\uparrow}+2\sigma_{\uparrow\downarrow}+\sigma_{\downarrow\downarrow}$ into $e^0$: that reproduces the closed-shell energy but introduces a dependence on $\sigma_{\uparrow\downarrow}$.

## The local GGA potential

Abbreviate the channel derivatives as $e_n=\partial e_s/\partial n_s$, $e_\sigma=\partial e_s/\partial\sigma_{ss}$ and so on. Under $n_s\to n_s+\delta n_s$, $\delta\sigma_{ss}=2\nabla n_s\cdot\nabla\delta n_s$ to first order, and

$$\delta E_x=\int\left[e_n\,\delta n_s+2e_\sigma\nabla n_s\cdot\nabla\delta n_s\right]d^3r .$$

The identity $\mathbf A\cdot\nabla\delta n_s=\nabla\cdot(\mathbf A\,\delta n_s)-\delta n_s\nabla\cdot\mathbf A$ with $\mathbf A=2e_\sigma\nabla n_s$ moves the gradient off $\delta n_s$. The total divergence integrates to zero for a finite system with $\delta n_s$ vanishing at infinity, or for a periodic cell. Therefore

$$v_{xs}=e_n-\nabla\cdot(2e_\sigma\nabla n_s).$$

Inserting $e_n=e^0_n$ and $e_\sigma=2e^0_\sigma$ and moving the extra 2 inside the gradient gives

$$v_{xs}=e^0_n-\nabla\cdot\left(2e^0_\sigma\nabla(2n_s)\right),$$

which is the unpolarized GGA potential of the density $2n_s$, in agreement with the exact relation. There are thus two correct ways to count: $2e^0_\sigma$ with the gradient of the doubled density, or $4e^0_\sigma$ with the gradient of the spin density. Mixing them halves or doubles the gradient term of the potential while leaving the energy untouched.

For a spherical density, with primes for $d/dr$, $\nabla\cdot(a\nabla n_s)=a\nabla^2n_s+a'n_s'$ and $\nabla^2n_s=n_s''+2n_s'/r$. Here $a=e_\sigma$ depends on $r$ through $n_s$ and $\sigma_{ss}=n_s'^2$, so $a'=e_{n\sigma}n_s'+e_{\sigma\sigma}\,2n_s'n_s''$, and

$$v_{xs}=e_n-2\left[e_\sigma\left(n_s''+\frac{2n_s'}{r}\right)+n_s'\left(e_{n\sigma}n_s'+2e_{\sigma\sigma}n_s'n_s''\right)\right].$$

This form uses the factors 1, 2, 4 and 8 together. At a nucleus the cusp makes $n_s'(0)$ nonzero and negative. Since $e_\sigma<0$ for PBE ($e^{\rm LDA}<0$, $F_p>0$), the term $-4e_\sigma n_s'/r$ tends to $-\infty$ as $1/r$. The divergence is a property of the GGA, present in the unpolarized potential too, and is integrable with the weight $r^2$.

## The potential matrix

In a basis of real functions $\phi_\mu$, $\psi_{is}=\sum_\mu C^s_{\mu i}\phi_\mu$ and $D^s_{\mu\nu}=\sum_iC^s_{\mu i}C^s_{\nu i}$. Substituting into the definitions,

$$n_s=\sum_{\mu\nu}D^s_{\mu\nu}\phi_\mu\phi_\nu,\qquad \nabla n_s=\sum_{\mu\nu}D^s_{\mu\nu}\nabla(\phi_\mu\phi_\nu),\qquad\tau_s=\frac{\hbar^2}{2m}\sum_{\mu\nu}D^s_{\mu\nu}\nabla\phi_\mu\cdot\nabla\phi_\nu .$$

The derivatives with respect to one element $D^s_{\mu\nu}$ are $\phi_\mu\phi_\nu$ for $n_s$, $2\nabla n_s\cdot\nabla(\phi_\mu\phi_\nu)$ for $\sigma_{ss}$, and $\frac{\hbar^2}{2m}\nabla\phi_\mu\cdot\nabla\phi_\nu$ for $\tau_s$. The chain rule gives

$$V^s_{\mu\nu}=\frac{\partial E_x}{\partial D^s_{\mu\nu}}=\int\left[e_n\phi_\mu\phi_\nu+2e_\sigma\nabla n_s\cdot\nabla(\phi_\mu\phi_\nu)+\frac{\hbar^2}{2m}e_\tau\nabla\phi_\mu\cdot\nabla\phi_\nu\right]d^3r,$$

and $\delta E_x=\sum_{\mu\nu}V^s_{\mu\nu}\delta D^s_{\mu\nu}$ for any symmetric change. Only first derivatives of the routine and of the basis functions are needed. For a GGA, integrating the second term by parts shows that $V^s_{\mu\nu}=\int\phi_\mu v_{xs}\phi_\nu$. The third term, integrated by parts, is the matrix of the operator $-\frac{\hbar^2}{2m}\nabla\cdot(e_\tau\nabla)$, a position-dependent addition to the kinetic operator. It is not a multiplicative potential; using it is the generalized Kohn–Sham treatment of a meta-GGA.

The wrapping can also be done one level higher. Let the closed-shell code compute $E^0(D)$ and $V^0(D)=\partial E^0/\partial D$ from the total density matrix $D$. Doubling $D^s$ produces $2n_s$, $4\sigma_{ss}$ and $2\tau_s$ without further thought, so $E_x=\tfrac12\sum_sE^0(2D^s)$, and differentiation gives $V^s=\tfrac12\cdot2\,V^0(2D^s)=V^0(2D^s)$. This needs no pointwise factors at all, and holds for exact exchange too. With $K[D]_{\mu\nu}=\sum_{\lambda\rho}(\mu\lambda|\nu\rho)D_{\lambda\rho}$, the orbital expression for one channel is $-\tfrac12\mathrm{Tr}\,D^sK[D^s]$; a closed shell has two channels with $D/2$ each, so $E^0=-\tfrac14\mathrm{Tr}\,DK[D]$ and $V^0=-\tfrac12K[D]$, whence $V^s=-K[D^s]$. The price of this route is that exchange and correlation can no longer share the grid densities and the final matrix products, so it is best kept as a reference for testing the pointwise wrapper.

## Pseudocode

```
channel(routine, n, sigma, tau):          # arrays over grid points, one spin
    c = (2, 4, 2)
    e, d1[i], d2[i][j] = zeros
    live = (2*n*a0^3 > threshold)         # screen on the doubled density
    e0, f1, f2 = routine(c1*n, c2*sigma, c3*tau) on live points
    e        = e0 / 2
    d1[i]    = f1[i]    * c_i / 2         # 1, 2, 1
    d2[i][j] = f2[i][j] * c_i * c_j / 2   # 2, 4, 8, 2, 4, 2
    return e, d1, d2

exchange(routine, C_up, C_dn, phi, dphi, w):   # w = quadrature weights in m^3
    E = 0
    for s in (up, dn):
        psi = phi C_s ;  dpsi_k = dphi_k C_s   # k = x, y, z
        n   = sum_i psi_i^2
        g_k = 2 sum_i psi_i dpsi_k,i
        sigma = g . g
        tau = (hbar^2/2m) sum_k,i dpsi_k,i^2
        e, d1, _ = channel(routine, n, sigma, tau)
        E  += sum_g w e
        B   = sum_k (2 w d1[sigma] g_k) * dphi_k    # row scaling
        V_s = phi^T (w d1[n] * phi) + phi^T B + B^T phi
        V_s += (hbar^2/2m) sum_k dphi_k^T (w d1[tau] * dphi_k)
    return E, V_up, V_dn
```

The pair $\phi^TB+B^T\phi$ is the product rule $\nabla(\phi_\mu\phi_\nu)=\phi_\mu\nabla\phi_\nu+\phi_\nu\nabla\phi_\mu$. The explicit 2 in $B$ comes from $\delta\sigma_{ss}$; it is distinct from the spin-scaling 2 already contained in `d1[sigma]`. If the results are merged into the arrays of a general polarized functional, the slots for $\sigma_{\uparrow\downarrow}$ and for mixed-spin second derivatives must be set to zero explicitly.

## Cost

For $N_g$ grid points and $N_b$ basis functions, the routine is called on $2N_g$ points, a cost linear in $N_g$ and twice that of a closed shell. The matrix products dominate. Forming orbitals and their gradients on the grid costs four products of size $N_gN_bN_s$ per spin. Forming $V^s$ for a GGA costs one product of size $N_gN_b^2$ if half of the $e_n$ term is added to $B$ and the result is then symmetrized, and the $\tau$ term costs three more. The basis function values are shared between spins. The wrapper itself adds a few multiplications per point. The larger saving is in code: one routine with three first and six second derivatives replaces one with seven and twenty-eight.

## Stability

SI magnitudes are extreme. Valence densities are near $10^{29}$ to $10^{30}$ m$^{-3}$ and $\sigma$ near $10^{80}$ m$^{-8}$, so single precision overflows at once, and in double precision a generated expression for a second derivative that contains a fourth power of $\sigma$ or of $n^{8/3}$ overflows. The remedy keeps the interface in SI and removes dimensions on entry: the routine forms $na_0^3$, $\sigma a_0^8$ and $\tau a_0^5/(\hbar^2/m)$, evaluates the dimensionless function, and multiplies the energy density by $k_e/a_0^4$ and each derivative by that scale divided by the scales of the variables differentiated.

Screening must be done per channel. A screen on the total density lets through points where one channel is empty, as at every point of a hydrogen atom, and there $p_s$ and $\alpha_s$ are $0/0$. The correct contribution of an empty channel to the energy is zero, since $e_s\propto n_s^{4/3}$ with $F$ bounded for PBE and MS0. Testing $2n_s$ against the threshold of the closed-shell code makes the polarized code reproduce the closed-shell result point by point when $n_\uparrow=n_\downarrow$. The check below uses $2n_sa_0^3>10^{-12}$. Derivatives are less tame than the energy: at fixed $p$ and $\alpha$, $e_{nn}$ scales as $n_s^{-2/3}$ and $e_\sigma$ as $n_s^{-4/3}$. In matrix elements these are multiplied by small orbital products, but a response calculation on a nearly empty minority channel is sensitive to the threshold, and this singularity belongs to the functional, not to the wrapper.

In single-orbital regions $\alpha_s$ is the difference of two equal numbers. Rounding can make it slightly negative, with an absolute error of machine precision times $\tau^W/\tau^{\rm unif}=\tfrac53p$, which grows in density tails. Building $n_s$, $\nabla n_s$ and $\tau_s$ from the same orbitals keeps the violation at this level. A density matrix obtained by extrapolation or mixing with negative weights need not be positive semidefinite and can give negative $n_s$ or clearly negative $\alpha_s$. A routine that clips $\sigma$ to $8mn\tau/\hbar^2$ behaves consistently under the wrapper, because both sides of that bound are multiplied by 4. Such clipping also removes the negative $\alpha$ that signals an undoubled $\tau$, although the energy remains wrong, so the wrapper should be tested with a check for negative $\alpha$ made on the arguments before any clipping.

## Where the scheme fails

Correlation couples opposite spins, so the step $E=G[n_\uparrow]+G[n_\downarrow]$ is lost. The one-electron case shows the failure plainly: the exact correlation energy is zero, while $\tfrac12E_c^0[2n_\uparrow]$ is half the correlation energy of a two-electron closed shell and is not zero. A routine that returns exchange and correlation as one sum cannot be wrapped.

With noncollinear magnetization or spin–orbit coupling the orbitals are two-component spinors, the density matrix has off-diagonal spin blocks, and the spin sum no longer yields a Kronecker delta. Applying the wrapper in a locally rotated spin frame is a further approximation, not a consequence of the derivation.

The only property of the interaction that the derivation used is its independence of spin. It therefore holds for screened or range-separated exchange with the range parameter left unchanged in m$^{-1}$; only the densities are doubled. It holds for a fixed fraction of exact exchange plus semilocal exchange, by linearity. With fractional occupations the proof by determinants does not apply as written, but the semilocal formula remains a valid definition with occupation-weighted $n_s$ and $\tau_s$, and all derivative factors are unchanged. With complex, current-carrying orbitals the factors are also unchanged, but $\alpha_s=0$ no longer holds for a single orbital, since the phase gradient contributes to $\tau_s$.

## Worked example

### Uniform gas

For the chosen densities $n_\uparrow=3.0\times10^{29}$ m$^{-3}$ and $n_\downarrow=1.0\times10^{29}$ m$^{-3}$, $n_\uparrow^{4/3}=2.00830\times10^{39}$ and $n_\downarrow^{4/3}=4.64159\times10^{38}$ m$^{-4}$. With $C_x=0.738559$, $C_xk_e=1.703913\times10^{-28}$ J m, and

$$e_x=-2^{1/3}\times1.703913\times10^{-28}\times2.47246\times10^{39}=-5.30786\times10^{11}\ \mathrm{J/m^3}.$$

Quadrature of $|\gamma_s|^2/r$ gives $-5.307860\times10^{11}$ J/m$^3$, and the wrapped MS0 routine, fed the $\tau_s$ of the singly filled sphere, returns the same value, as expected for $\alpha_s=1$. Because $f$ has a triple zero at $\alpha=1$, this comparison detects only a gross error in the factor on $\tau_s$: a factor $2.01$ in place of 2 leaves all seven digits unchanged.

The derivative factors, the potential and its matrix, and the limits of the scheme are now established, and the uniform gas confirms the scaled energy. That gas is nearly blind to the factor on $\tau_s$, so tests on triplet ethylene and the hydrogen atom remain.
